# Why current can drive runaway vibrations: the atomic waterwheel

**Why can a steady electric current make two atoms of a chain vibrate more and more strongly, when the same chain without current damps them?**

The forces exerted by a current need not derive from a potential. If they do not, their work round a closed path of the atoms can be nonzero. Two vibrational coordinates moving a quarter cycle apart trace such a path in every cycle, as a waterwheel does in a stream. But a nonzero curl is not enough: the atoms must keep going round in the favourable sense, and the gain must exceed the friction.

## The mechanism

Consider an infinite chain with one orbital per site, hopping \(-t+\alpha(x_{n+1}-x_n)\), and longitudinal displacements \(x_n\). Two identical atoms, at sites \(0\) and \(d\ge2\), may move; the others are clamped. Call the movable ones atom 1 (left) and atom 2 (right). Units are atomic, with \(\hbar=1\). At rest the band is \(E=-2t\cos k\), with \(0<k<\pi\) and speed \(v=dE/dk=2t\sin k\).

Electrons incident from the left fill states up to \(\mu_L\), those from the right up to \(\mu_R\), at zero temperature. The bias energy is \(V=\mu_L-\mu_R>0\), and \(k_L,k_R\) are the two Fermi wavenumbers. The voltage is assumed to drop outside the region of the two atoms, and screening is neglected.

In the undisplaced chain nothing is reflected. A displaced atom 2 reflects part of each electron wave arriving from the left. The reflected part interferes with the incident wave and modulates the bond orders near atom 1, in proportion to the displacement when this is small. The force on atom 1 is set by the difference between the bond orders on its two sides, so moving atom 2 changes that force. The reverse influence, of atom 1 on atom 2, is carried by electrons from the right. These two populations end at different Fermi levels, so the two influences need not be equal.

## From the electron density to the curl

In Ehrenfest dynamics each atom feels the mean electronic force. With \(M_i=\partial H/\partial x_i\), density matrix \(\rho\) per spin and two spins,
\[
F_i=-2\,\mathrm{Tr}[\rho M_i],\qquad
\rho=\int\frac{dE}{2\pi}\,(f_LA_L+f_RA_R).
\]
Here \(f_\alpha\) are the occupations, \(A_\alpha=G\Gamma_\alpha G^\dagger\), \(G=(E-H-\Sigma)^{-1}\) is the retarded Green function, \(\Sigma\) the lead self-energy and \(\Gamma_\alpha\) the broadening by lead \(\alpha\). Any bound states outside the band are left out: at fixed occupation their force is minus the gradient of their energy, which has no curl.

The leads do not depend on \(x_j\), so \(\partial_jG=GM_jG\). Since \(H\) is linear in the displacements, \(\partial_jM_i=0\), and
\[
\partial_jF_i=-\frac1\pi\int dE\sum_\alpha f_\alpha
\{\mathrm{Tr}[M_iGM_jA_\alpha]+\mathrm{Tr}[M_iA_\alpha M_jG^\dagger]\}.
\tag{1}
\]
The second trace is the complex conjugate of the first.

Now subtract \(\partial_1F_2\) from \(\partial_2F_1\). Cyclic rotation of the traces turns the braces into
\[
\mathrm{Tr}[M_1(G-G^\dagger)M_2A_\alpha]-\mathrm{Tr}[M_1A_\alpha M_2(G-G^\dagger)].
\]
Use \(G-G^\dagger=-i(A_L+A_R)\) and define \(Z=\mathrm{Tr}[M_1A_LM_2A_R]\), so that \(Z^*=\mathrm{Tr}[M_1A_RM_2A_L]\). For \(\alpha=L\) the terms with two \(A_L\) cancel, leaving \(-i(Z^*-Z)=-2\,\mathrm{Im}Z\). For \(\alpha=R\) the sign is reversed. Hence
\[
C\equiv\partial_1F_2-\partial_2F_1
=-\frac2\pi\int_{\mu_R}^{\mu_L}dE\;\mathrm{Im}\,\mathrm{Tr}[M_1A_LM_2A_R].
\tag{2}
\]
Without bias the curl \(C\) vanishes. Equation (2) does not need a perfect chain: it was tested against finite differences of the forces on a disordered one.

## The two unequal couplings

In the undisplaced chain
\[
G_{ab}=\frac{e^{ik|a-b|}}{iv},\qquad
(A_L)_{ab}=\frac{e^{ik(a-b)}}{v},\qquad
(A_R)_{ab}=\frac{e^{-ik(a-b)}}{v}.
\]
The matrix \(M_n\) has the element \(+\alpha\) on the bond to the left of atom \(n\) and \(-\alpha\) on the bond to its right. Its backscattering sum is
\[
B_n=\sum_{ab}(M_n)_{ab}e^{ik(a+b)}
=2\alpha\left[e^{ik(2n-1)}-e^{ik(2n+1)}\right]
=-4i\alpha\sin k\,e^{2ikn}.
\]
The forward sum, with \(e^{ik(a-b)}\), is \(2\alpha\cos k-2\alpha\cos k=0\).

Take \(\partial_2F_1\) in (1). Because \(d\ge2\), every site in \(M_2\) lies at or to the right of every site in \(M_1\), and the absolute value in \(G\) can be dropped. For electrons from the left the phases combine into two backscattering sums:
\[
\mathrm{Tr}[M_1GM_2A_L]=\frac{B_0^*B_d}{iv^2}
=\frac{16\alpha^2\sin^2k\,e^{2ikd}}{4it^2\sin^2k}
=-i\frac{4\alpha^2}{t^2}e^{2ikd}.
\]
For electrons from the right forward sums appear, and the trace vanishes. The real part above is \((4\alpha^2/t^2)\sin2kd\), and the conjugate term in (1) doubles it. For \(\partial_1F_2\) the two leads exchange roles. With
\[
\eta_0=\frac{4\alpha^2}{\pi t^2},\qquad I(k)=\int_{-2t}^{E(k)}\sin(2k'd)\,dE',
\]
the result is
\[
\partial_2F_1=-2\eta_0I(k_L),\qquad
\partial_1F_2=-2\eta_0I(k_R).
\tag{3}
\]
Substituting \(dE'=2t\sin k'\,dk'\) and \(2\sin k'\sin2k'd=\cos(2d-1)k'-\cos(2d+1)k'\) gives
\[
I(k)=t\left[\frac{\sin(2d-1)k}{2d-1}-\frac{\sin(2d+1)k}{2d+1}\right].
\tag{4}
\]
For large \(d\), at fixed \(k\) inside the band and away from zeros, \(I\simeq-(t/d)\sin k\cos2kd\): a Friedel oscillation that falls as \(1/d\). At half filling with symmetric bias, \(k_R=\pi-k_L\). Both multipliers of \(k\) in (4) are odd, so \(I(\pi-k)=I(k)\), and the curl vanishes despite the current.

## Friction from the same electrons

Electrons respond with a delay, which adds a force \(-\sum_j\eta_{ij}\dot x_j\) at low frequency. For \(x_j\propto e^{-i\omega t}\), first-order perturbation of each scattering state replaces \(G\) in (1) by \(G(E+\omega)\), and \(G^\dagger\) by \(G^\dagger(E-\omega)\), with \(A_\alpha\) kept at \(E\). Friction is the term \(i\omega\eta_{ij}\) in this response.

First let both populations end at \(\mu_R\). For a displacement pattern \(X\cos\omega t\), with \(M\) its derivative of \(H\), electrons within \(\omega\) of the Fermi level absorb energy. The golden rule gives the power
\[
2\cdot\omega\cdot\omega\cdot2\pi\left(\frac X2\right)^2\frac{\mathrm{Tr}[MAMA]}{(2\pi)^2}
=\frac{\omega^2X^2}{4\pi}\mathrm{Tr}[MAMA],\quad A=A_L+A_R.
\]
The factors are two spins, the energy per transition, the width of the occupied window, and the transition rate. Equating this to the friction power \(\eta\omega^2X^2/2\) gives \(\eta=\mathrm{Tr}[MAMA]/2\pi\). The power fixes only the symmetric part of a friction matrix, but with \(H\) real and no current the whole matrix is symmetric. For two atoms, therefore, \(\eta_{ij}=\mathrm{Tr}[M_iAM_jA]/2\pi\). Only backscattering survives, so
\[
\eta_{12}=\frac{1}{2\pi}\frac{B_0B_d^*+B_0^*B_d}{v^2}
=\eta_0\cos2k_Rd,\qquad \eta_{11}=\eta_{22}=\eta_0 .
\]

Now add the left-incident electrons between \(\mu_R\) and \(\mu_L\). With \(k'\) and \(v'\) at energy \(E'\), the same sums give
\[
P(E,E')=\mathrm{Tr}[M_1G(E')M_2A_L(E)]
=\frac{4\alpha^2(\sin k+\sin k')^2}{ivv'}e^{i(k+k')d}.
\]
The response contains \(P(E,E+\omega)+P^*(E,E-\omega)\), whose first-order term is \(2i\omega\,\mathrm{Im}\,\partial_{E'}P\) at \(E'=E\). Since \(P\) is symmetric in its arguments, this equals \(i\omega\,d\,\mathrm{Im}P(E,E)/dE\), where \(\mathrm{Im}P(E,E)=-(4\alpha^2/t^2)\cos2kd\). Integration with the prefactor \(-1/\pi\) adds \(\eta_0(\cos2k_Ld-\cos2k_Rd)\) to \(\eta_{12}\).

For \(\eta_{21}\) these electrons enter through two forward sums, each of order \(\omega\), so there is no first-order change. For the diagonal entries the backscattering strength \(4\alpha^2(\sin k+\sin k')^2/vv'\) is symmetric in the two energies and equals the constant \(4\alpha^2/t^2\) when they coincide. Its first derivative there is zero, and the diagonal friction is unchanged. Therefore
\[
\eta=\eta_0\begin{pmatrix}1&\cos2k_Ld\\ \cos2k_Rd&1\end{pmatrix}.
\tag{5}
\]

Without current, \(k_L=k_R=k\) and the eigenvalues of (5) are \(\eta_0(1\pm\cos2kd)\). Both modes are then damped, except at fillings where \(\cos2kd=\pm1\): there, if the two atoms have the same local frequency, one of them has no friction at this order.

## When the wheel runs away

At zero displacement the two bonds of each atom carry equal bond order, so the mean force is zero. The electronic part of \(\partial_iF_i\) is the same for both atoms by translation symmetry; include it in the local stiffness. To allow for unequal surroundings, let the total stiffnesses be \(K+D\) and \(K-D\). Write \(a_{L,R}=2\eta_0I(k_{L,R})\). Without friction,
\[
(m\omega^2-K-D)x_1=a_Lx_2,\qquad
(m\omega^2-K+D)x_2=a_Rx_1.
\]
Multiplying the equations gives
\[
m\omega^2=K\pm\sqrt{D^2+a_La_R}.
\tag{6}
\]
Frequencies are complex if \(a_La_R<0\) and \(|D|<\sqrt{-a_La_R}\). One solution then grows and its partner decays.

To see what this says about the curl, set \(s=(a_L+a_R)/2\) and note \(C=a_L-a_R\). Then \(a_La_R=s^2-C^2/4\), and the condition is \(|C|>2\sqrt{D^2+s^2}\). The right side is the splitting of \(m\omega^2\) that the two modes would have without the antisymmetric coupling. This is the sense in which they must be nearly degenerate when friction is left out; the antisymmetric part of (5) can widen the range, as the example below shows.

With friction and \(D=0\), equation (6) becomes
\[
(m\omega^2+i\omega\eta_0-K)^2
=(a_L-i\omega\eta_0\cos2k_Ld)(a_R-i\omega\eta_0\cos2k_Rd).
\tag{7}
\]
Let \(\omega=\Omega+i\Gamma\), \(\Omega=\sqrt{K/m}\), with \(\Gamma\ll\Omega\). If the couplings \(a\) are much larger than \(\Omega\eta_0\), the right side is nearly \(a_La_R\). Taking the growing root, \(2m\Omega\Gamma+\Omega\eta_0=\sqrt{-a_La_R}\), so
\[
\Gamma\simeq\frac{\sqrt{-a_La_R}}{2m\Omega}-\frac{\eta_0}{2m}.
\tag{8}
\]
In this root \(i\sqrt{-a_La_R}\,x_1\simeq a_Lx_2\). For \(a_L>0\), \(x_2/x_1\) has phase \(+90^\circ\); with time factor \(e^{-i\Omega t}\), atom 2 lags atom 1 by a quarter cycle. The path in the \((x_1,x_2)\) plane is counterclockwise, and by Green's theorem the work per orbit is \(C\) times the enclosed area. The reversed orbit loses that energy.

**How small can the bias be?** Put the mean level at a node, \(I(k_0)=0\), and let \(S=\sin2k_0d\), \(c=\cos2k_0d\). Since \(dI/dE=\sin2kd\), a small bias gives \(a_L\simeq\eta_0SV\) and \(a_R\simeq-\eta_0SV\). The right side of (7) is then \(-\eta_0^2(S^2V^2+\Omega^2c^2)\). Growth starts when its square root, in magnitude, equals \(\Omega\eta_0\):
\[
S^2V^2=\Omega^2(1-c^2)=\Omega^2S^2\quad\Longrightarrow\quad V=\Omega .
\]
The bias energy must exceed one vibrational quantum. This holds to leading order for \(Vd/v\ll1\) and weak coupling; it uses the off-diagonal friction, which (8) omits.

## A chain in numbers

Take round model parameters: \(t=0.1\,E_h\), \(\alpha=0.02\,E_h/a_0\), \(d=10\), \(m=20000\,m_e\) and \(\Omega=0.001\,E_h\), so \(K=m\Omega^2=0.02\,E_h/a_0^2\). The vibrational quantum is 27.2 meV and the period 152 fs. The bias energy is \(0.02\,E_h=0.544\) eV, centred on the node at \(k_0=1.0195\). Then \(k_L=1.0772\), \(k_R=0.9597\), and (4) gives
\[
I(k_L)=0.00806\,E_h,\qquad I(k_R)=-0.00763\,E_h .
\]
With \(\eta_0=0.0509\,\hbar/a_0^2\), the couplings are \(a_L=8.21\times10^{-4}\) and \(a_R=-7.78\times10^{-4}\,E_h/a_0^2\), of opposite sign as required. Their difference is \(C=1.60\times10^{-3}\,E_h/a_0^2\).

On a circular orbit of radius \(0.05\,a_0\) the wind does work
\[
C\pi r^2=1.60\times10^{-3}\times7.85\times10^{-3}
=1.26\times10^{-5}\,E_h .
\]
Direct integration of the steady-state forces round the circle agrees. Friction removes \(2\pi\Omega\eta_0r^2=0.08\times10^{-5}\,E_h\), and the stored energy is \(Kr^2=5.0\times10^{-5}\,E_h\). The net gain is about 24% of the stored energy at the initial rate; compounded over the cycle, the energy grows by a factor 1.26. This orbit holds only 0.05 of a vibrational quantum and is smaller than the zero-point amplitude \(1/\sqrt{2m\Omega}=0.158\,a_0\), so it serves only to fix the ratios. These do not depend on \(r\) in the linear range, and at \(r=0.3\,a_0\) the work is still within about 0.5% of \(C\pi r^2\).

Equation (8) gives the same growth:
\[
\Gamma=\frac{7.99\times10^{-4}}{40}-\frac{0.0509}{40000}
=1.87\times10^{-5}\,E_h/\hbar ,
\]
an amplitude e-folding time of about 1.3 ps. The eigenvector has atom 2 lagging by \(90.2^\circ\). Without friction, the two local frequencies may differ by up to 4.0% of \(\Omega\) before the instability is lost. With the friction matrix (5) the limit rises to about 5.4%. Here \(\cos2k_Ld=-0.90\) and \(\cos2k_Rd=0.94\), so (5) has a large antisymmetric part. It does no work itself, but its product with \(C\) gives the right side of (7) an imaginary part, which keeps the two atoms out of phase and lets the wind do work. The threshold found from the eigenvalues of the linear equations is \(V=1.0005\,\Omega\), about 27 meV; keeping the full frequency dependence of the electronic response moves it to \(1.002\,\Omega\). At this node \(c\approx0.03\), so (8) alone gives nearly the same value, \(\Omega/|S|=1.0005\,\Omega\), and the example does not test the role of the off-diagonal friction.

**A curl that does not drive runaway.** Move the mean level to \(-0.0980\,E_h\) and use \(V=0.005\,E_h\), five vibrational quanta. Now \(a_L=7.86\times10^{-4}\) and \(a_R=4.20\times10^{-4}\,E_h/a_0^2\) have the same sign. The curl is \(3.66\times10^{-4}\), but the splitting is \(2s=1.21\times10^{-3}\) in the same unit. A circular orbit would still gain energy at first. It is a superposition of two modes with different frequencies, however, so their relative phase drifts and the orbit reverses its sense. The largest growth rate is \(-4.8\times10^{-7}\,E_h/\hbar\): every small motion decays.

## How far the answer reaches

The linear equations were also tested against full real-time Ehrenfest dynamics on a ring of 360 sites, with \(d=2\) and a light test mass of \(200\,m_e\). After a kick to atom 1, the current-carrying ring multiplied the vibrational amplitude by 2.33 in \(1600\,\hbar/E_h\); the linear equations give 2.37. Without current the amplitude fell to 0.81 of its initial value in both. The largest path deviations were 2.4% and 1.4% of the largest displacement in the linear solution. Part of this is numerical error of the ring run: the linear response of the infinite chain with its full memory gives the same amplitude factors and deviations of about 1.9% and 0.4%.

These equations need small displacements, a vibration slow compared with electron transit between the atoms, \(\Omega d/v\ll1\), and Fermi levels several quanta \(\Omega\) inside the band. For \(d=2\), \(k=0.1\) and \(\Omega=0.001\,E_h\), \(\Omega d/v\) is only 0.1, yet the Fermi level lies one quantum above the band bottom and the diagonal friction is about \(1.4\,\eta_0\). They describe the onset, not the final amplitude, which depends on anharmonicity and on how the current changes during large motion. Freeing the clamped atoms would add modes and could change the stability condition. Ehrenfest dynamics also omits electron-ion correlation, and with it the spontaneous heating of the atoms by the current. Here two atoms at rest at zero displacement stay at rest; the waterwheel amplifies a motion that something else has started.

The full numerical output follows.

## Computed results

```
hopping t = 0.1 Eh; alpha = 0.02 Eh/a0; spacing d = 10 sites
mass = 20000 me; Omega = 0.001 Eh; K = 0.0200 Eh/a0^2
vibrational quantum = 27.21 meV
vibrational period = 152.0 fs
bias energy = 0.02 Eh = 0.544 eV
current = 42.2 microampere
node wavenumber = 1.01948 rad/site; energy = -0.10476 Eh
kL = 1.07719, kR = 0.95965 rad/site
I(kL) = 0.008062 Eh; I(kR) = -0.007634 Eh
eta0 = 0.050930 hbar/a0^2
dF1/dx2 formula = -8.2120e-04 Eh/a0^2
dF1/dx2 finite difference = -8.2119e-04 Eh/a0^2
dF2/dx1 formula = 7.7761e-04 Eh/a0^2
dF2/dx1 finite difference = 7.7761e-04 Eh/a0^2
curl dF2/dx1 - dF1/dx2 = 1.5988e-03 Eh/a0^2
friction 12 = -0.04592, 21 = 0.04796 hbar/a0^2
orbit radius = 0.05 a0; wind work per orbit = 1.2555e-05 Eh
curl times area = 1.2557e-05 Eh
friction loss per orbit = 8.0000e-07 Eh
stored energy on orbit = 5.0000e-05 Eh
growth rate, eigenvalue = 1.8702e-05 Eh/hbar
growth rate, formula = 1.8704e-05 Eh/hbar
amplitude e-folding time = 1293 fs
energy factor per cycle = 1.2649
lag of atom 2 behind atom 1 = 90.16 degrees
largest stiffness difference K1-K2, no friction = 1.5982e-03 Eh/a0^2
same limit as frequency difference/Omega = 0.0400
threshold bias energy = 0.001001 Eh = 27.23 meV
threshold bias energy / vibrational quantum = 1.0005
stable case: bias energy = 0.005 Eh; mean level = -0.09799 Eh
stable case: dF1/dx2 = -7.8625e-04 Eh/a0^2
stable case: dF2/dx1 = -4.2016e-04 Eh/a0^2
stable case: curl = 3.6609e-04 Eh/a0^2
stable case: largest growth rate = -4.7998e-07 Eh/hbar
disordered chain: curl by difference = -9.3558e-04 Eh/a0^2
disordered chain: curl by trace = -9.3560e-04 Eh/a0^2
ring: 360 sites, d = 2, mass = 200 me
ring: K = 0.03 Eh/a0^2; Omega = 0.01225 Eh
ring: duration = 1600 hbar/Eh
ring with current: kL = 89.5, kR = 44.5 degrees/site
ring with current: final/initial amplitude = 2.333
linear equations: final/initial amplitude = 2.374
ring with current: largest path deviation = 2.39 percent
ring without current: kL = kR = 66.5 degrees/site
ring without current: final/initial amplitude = 0.812
linear equations: final/initial amplitude = 0.812
ring without current: largest path deviation = 1.41 percent
```
